Lloyd's Formula and the Newns-Anderson Chemisorption Energy

**The decision**

To compute the binding of an atom on a metal, one must choose how much of the metal to treat explicitly. A strong bond suggests a small "surface molecule" with the rest of the metal as a correction; a weak one suggests perturbation theory. If electrons repel on the adatom, one must also choose whether the two spins may differ. Both choices can be examined in a model where the binding energy follows from a small determinant, the second one at the Hartree-Fock level only. Energies are in hartree, the temperature is zero, and orbitals are orthonormal. Until repulsion is introduced, all quantities are per spin.

**1. Two orbitals**

Take two orbitals at energy 0 and couple them by v > 0. The levels move from 0, 0 to −v, +v. The ratio of characteristic determinants is

D(z) = det(z − H)/det(z − H0) = (z − v)(z + v)/z².

Just above the real axis, z = E + i0, the factor z − e has argument π if E < e and 0 if E > e. Each level therefore contributes 1 − arg(z − e)/π to the number of states below E. The ones cancel in the difference of the two counts, leaving

ΔN(E) = −(1/π) arg D(E + i0).

For −v < E < 0 the argument is π + 0 − 2π = −π, so ΔN = +1: one level has moved below E. The value of D there is a negative real number, which alone does not tell −π from +π. The phase must be followed continuously, here by adding the arguments of the factors.

**2. Any localised perturbation**

Let H = H0 + V, with V Hermitian and acting in a finite set L of orbitals, and let the spectrum of H0 be bounded. Define G0 = (z − H0)⁻¹ and G = (z − H)⁻¹. Since

z − H = (z − H0)(1 − G0V),

the determinant ratio is det(1 − G0V). Order the orbitals as L, then the rest R. V has only an LL block, so

1 − G0V = [ 1 − (G0)_LL V , 0 ; −(G0)_RL V , 1 ].

This is block triangular, and its determinant is that of the finite first block:

D(z) = det[1 − (G0)_LL V].

For an infinite system the separate determinants have no meaning, but this one does. To connect it with the density of states, differentiate, using dG0/dz = −G0² and d ln det M = Tr(M⁻¹ dM):

d ln D/dz = Tr[(1 − G0V)⁻¹ G0² V]
= Tr[G0 V (1 − G0V)⁻¹ G0]
= Tr(G − G0).

The second line is a cyclic reordering. The third uses G = (1 − G0V)⁻¹G0 and G − G0 = G0VG. Because −(1/π) Im 1/(E + i0 − e) = δ(E − e), the change in density of states is

Δρ(E) = −(1/π) Im d ln D(E + i0)/dE.

As |z| → ∞, G0 → 0 and D → 1, so we choose ln D → 0 there. Integrating from E = −∞ gives Lloyd's formula:

ΔN(E) = −(1/π) Im ln D(E + i0).

The logarithm is continued from infinity through the upper half-plane. This is unambiguous if D has no zero there. Suppose it had one. Then some nonzero u in L would satisfy u = (G0)_LL Vu. The vector x = G0Vu is normalisable, has u as its L part, and obeys (z − H0)x = Vx. Thus Hx = zx with z not real, which a Hermitian H forbids.

*Limit.* For weak V, away from singularities of G0, ln D ≈ −Tr(G0V). With Im G0 = −πρ0, ρ0 being the density-of-states matrix, ΔN ≈ −Tr(ρ0V). A repulsive V pushes states up and reduces the count below E, as it should.

**3. An adatom on a chain**

An adatom orbital a, at energy ε_a, couples by v to one substrate orbital s. H0 is the separated system and V is the coupling alone. With g(z) the substrate Green's function at s, the LL block of G0V has zero diagonal and off-diagonal elements v/(z − ε_a) and vg. Hence

D = 1 − v²g/(z − ε_a) = (z − ε_a − Σ)/(z − ε_a), Σ = v²g.

In the upper half-plane g is a sum of positive weights times 1/(z − ε_k), so Im g < 0. Numerator and denominator then both have positive imaginary parts and arguments between 0 and π. Their difference vanishes at infinity, so it is the required branch:

ΔN(E) = −[arg(E − ε_a − Σ) − arg(E − ε_a)]/π, at E + i0.

For the substrate take a half-infinite chain with site energy 0 and hopping of magnitude t, whose band runs from −2t to 2t. Let x₀ be the Green's function on its end site and x₁ the amplitude on the next. Eliminating the remaining chain gives x₁ = g c x₀, where c is the hopping, c² = t². The end equation z x₀ − c x₁ = 1 then becomes g = 1/(z − t²g), because removing one site leaves the same chain. So

t²g² − zg + 1 = 0,
g = [z − √(z − 2t) √(z + 2t)]/(2t²),

the root that decays as 1/z. The same elimination gives the adatom Green's function G_aa = 1/(z − ε_a − Σ).

*Limit.* With ε_a = 0 and v = t the adatom is one more chain site. Write E = −2t cos k with 0 < k < π/2. Then g = −e^{ik}/t, and the numerator of D is 1/g = t e^{i(π−k)}, with argument π − k. The denominator E is negative, with argument π. Thus ΔN = k/π, the number of states per site below E in a long chain. For t = 0.05 and E = −0.05, cos k = 1/2 and ΔN = 1/3.

The formula also counts states split off from the band. For E < −2t write E = −t(q + 1/q) with 0 < q < 1; then g = −qt⁻¹. With ε_a = 0 and λ = v²/t², a state requires E = v²g, or q + 1/q = λq. Hence 1/q² = λ − 1, and q < 1 demands λ > 2. Its energy is

E_b = −tλ/√(λ − 1) = −v²/√(v² − t²).

Between E_b and the band the numerator of D has argument 0 and the denominator π, so ΔN = 1.

**4. From counting states to energy**

Keep the electron number fixed while the coupling is switched on. In a large metal the Fermi energy moves from E_F to μ. Subtracting E_F times the same electron number from both total energies gives

ΔE = ∫_{−∞}^{E_F} (E − E_F)Δρ dE + ∫_{E_F}^{μ} (E − E_F)ρ dE.

For a metal of M atoms, ρ grows as M and μ − E_F falls as 1/M. The last term is about ρ(μ − E_F)²/2, of order 1/M, and disappears. This estimate needs a continuous density of states at E_F. For a small cluster with E_F in a gap, the last term is absent if the number of levels below E_F is unchanged, ΔN(E_F) = 0; if the coupling moves a level across E_F, the first term alone no longer gives the energy at fixed electron number.

Integrate the first term by parts. The boundary term vanishes at E_F through its factor E − E_F, and below all levels because ΔN = 0:

ΔE = −∫_{−∞}^{E_F} ΔN dE = (1/π) Im ∫_{−∞}^{E_F} ln D(E + i0) dE.

At large z, ln D ≈ −v²/z², so a distant arc contributes nothing. Close the path by going up from E_F along z = E_F + iy and back along that arc. The closed integral is zero, so the real-axis integral equals −i∫₀^∞ ln D dy. Since Im(−iX) = −Re X,

ΔE = −(1/π) ∫₀^∞ ln|D(E_F + iy)| dy.

Here the reference has the adatom level filled if ε_a < E_F and empty if ε_a > E_F. At equality the two references have the same energy.

*Limit.* For the two orbitals of section 1 with a reservoir at E_F = 0, D(iy) = 1 + v²/y². Integration by parts gives ∫₀^∞ ln(1 + v²/y²) dy = ∫₀^∞ 2v²/(y² + v²) dy = πv. Thus ΔE = −v, the energy of the filled bonding level.

**5. Level at the Fermi energy**

Set ε_a = E_F = 0, with the chain half filled. On the imaginary axis

g(iy) = −iγ, γ = [√(y² + 4t²) − y]/(2t²), D = 1 + v²γ/y.

Substitute y = 2t sinh u, so that γ = e^{−u}/t, and let x = e^{−u}:

D = 1 + λx²/(1 − x²) = (1 − ax²)/(1 − x²), a = 1 − λ.

With dy = 2t cosh u du, integrate by parts. The product sinh u ln D vanishes at both ends, so

ΔE = (2t/π) ∫₀^∞ sinh u (d ln D/du) du.

Using d/du = −x d/dx,

d ln D/du = 2ax²/(1 − ax²) − 2x²/(1 − x²).

Now sinh u = (1 − x²)/(2x), and du becomes dx/x on 0 < x < 1. The integrand is a(1 − x²)/(1 − ax²) − 1 = −λ/(1 − ax²), hence

ΔE = −(2tλ/π) ∫₀¹ dx/[1 − (1 − λ)x²].

For λ < 1 the integral is artanh(s)/s with s = √(1 − λ). For λ > 1 it is arctan(r)/r with r = √(λ − 1).

*Limit.* At λ = 1, ΔE = −2t/π. The energy per site of a half-filled chain is ∫₀^{π/2} (−2t cos k) dk/π = −2t/π, in agreement.

**6. Weak coupling**

Away from resonance, expand ln D ≈ −v²g/(z − ε_a). Let ρ_s = −Im g/π be the end-site density of states. For ε_a > E_F the real-axis formula gives

ΔE ≈ −v² ∫_{−∞}^{E_F} ρ_s(E)/(ε_a − E) dE.

For ε_a < E_F the pole lies on the path. But the integral of ln D over the whole real axis is zero, by closing on the upper arc, so we may integrate above E_F with the opposite sign:

ΔE ≈ −v² ∫_{E_F}^{∞} ρ_s(E)/(E − ε_a) dE.

These are virtual hops from filled metal states to the adatom, or from the adatom to empty metal states. For t = 0.05, E_F = 0, ε_a = 0.05 and v = 0.005, numerical quadrature gives −1.474 × 10⁻⁴ from second order and −1.476 × 10⁻⁴ from the full imaginary-axis integral.

As ε_a approaches E_F = 0, the second-order integral diverges logarithmically. The full result stays finite. For small λ, artanh(s) = ½ ln[(1 + s)²/λ] → ½ ln(4/λ), so at resonance

ΔE ≈ −(v²/πt) ln(4t²/v²).

The level has half-width Δ = −Im Σ(0) = v²/t, and ΔE = −(Δ/π) ln(4t/Δ): the width cuts off the divergence. No finite power series in v² reproduces this logarithm. So v ≪ t alone does not justify second order: it breaks down once the level lies well within Δ of E_F. Because the divergence is only logarithmic, the onset is gentle. For t = 0.05 and v = 0.005, second order is too large in magnitude by about 2% at ε_a = Δ, and is within 0.3% at ε_a = 3Δ, 10Δ and 30Δ.

**7. Strong coupling**

For large r, arctan r = π/2 − 1/r + 1/(3r³) − …. Expanding also in 1/λ,

tλ/r = v + t²/(2v) + …, 2tλ/(πr²) = 2t/π + O(t³/v²),

and therefore

ΔE = −v + 2t/π − t²/(2v) + O(t³/v²).

The first term is the bond of the adatom with the end atom. The second is the cost of detaching that atom from the chain, the reverse of the λ = 1 result. The third reattaches the molecule. Its levels ±v each have weight 1/2 on the end atom, so each couples to the remaining chain with squared strength t²/2. The filled bonding level mixes with the empty half of the band, and the empty antibonding level with the filled half. Each process gives −(t²/2)(1/2)/v, and the sum is −t²/(2v).

For fixed ε_a ≠ 0 and E_F = 0, the same construction replaces −v by the molecular level ε_a/2 − √(ε_a²/4 + v²), minus ε_a if the adatom level was initially filled. Keeping the other two terms unchanged requires v to be large compared with |ε_a| as well as with t, so that each molecular level still has weight near 1/2 on the end atom.

**8. Three couplings**

Take t = 0.05 and ε_a = E_F = 0. The full energies come from section 5.

- v = 0.005, λ = 0.01: ΔE = −0.000958 (−0.0261 eV). The weak formula gives −0.000954, an error of 0.4% of the full value.
- v = 0.05, λ = 1: ΔE = −0.0318 (−0.866 eV). The weak formula gives −0.0221, too small in magnitude by 31% of the full value. The strong formula gives −0.05 + 0.0318 − 0.025 = −0.0432, too large in magnitude by 36% of the full value.
- v = 0.25, λ = 25: ΔE = −0.2224 (−6.05 eV). The strong formula gives −0.25 + 0.0318 − 0.005 = −0.2232, an error of 0.3% of the full value. The weak formula gives +0.729, because its logarithm changes sign at v = 2t.

In the last case a state lies at −0.2552, well below the band edge at −0.1. For v between about 0.54t and 1.55t, both limiting formulas err by more than 10%, and the closed form of section 5 should be used.

**9. Repulsion on the adatom**

Add U n_↑n_↓ and treat it in Hartree-Fock, with E_F = 0. Each spin sees a level ε_σ, which at self-consistency is ε_a + U n_−σ. Define

F(ε) = ΔE(ε) + min(ε, 0),

the one-spin energy relative to the metal and an empty adatom orbital. Differentiating ln D gives −G_aa + 1/(z − ε). The second term produces minus the initial occupation, which the derivative of min(ε, 0) cancels. So F′(ε) = −(1/π) Im ∫_{−∞}^0 G_aa dE = n_a(ε), the adatom occupation.

For the determinant built from levels ε_σ, replace ε_σ by ε_a in the energy and add the repulsion. Relative to an atom holding one electron,

E = Σ_σ [F(ε_σ) − (ε_σ − ε_a)n_σ] + U n_↑n_↓ − ε_a.

At self-consistency the subtraction is 2U n_↑n_↓, leaving F(ε_↑) + F(ε_↓) − U n_↑n_↓ − ε_a.

Choose ε_a = −U/2. If the spins are kept equal, n_σ = 1/2 and ε_σ = 0 is a solution: changing the sign of alternate orbitals turns the one-electron H into −H, so half the adatom weight lies below zero. Its energy is

E_R = 2ΔE(0) − U/4 + U/2 = 2ΔE(0) + U/4.

As v → 0 this tends to +U/4, not zero. The restricted determinant keeps a doubly occupied component even on an isolated atom.

Test its stability with ε_↑ = −w and ε_↓ = +w. Let c = |n_a′(0)|, so n_σ = 1/2 ± cw, with the upper sign for spin up. To order w²:

F(−w) + F(w) = 2F(0) − cw²,
Σ_σ (ε_σ − ε_a)n_σ = U/2 − 2cw²,
U n_↑n_↓ = U/4 − Uc²w².

Inserting these, E = E_R + cw²(1 − Uc). The restricted solution is unstable when U > U_c = 1/c.

To find c, differentiate n_a and rotate the contour as before. With G_aa(iy) = 1/[i(y + v²γ)],

c = (1/π) ∫₀^∞ dy/(y + v²γ)².

At weak coupling γ ≈ 1/t where the integrand matters, so c = t/(πv²) and U_c → πv²/t. At strong coupling γ ≈ 1/y, the integral is π/(4v), and U_c → 4v. At v = t the denominator is t²e^{2u}, giving c = 4/(3πt) and U_c = 3πt/4.

For weak coupling with ε_a < 0 < ε_a + U, start from n_↑ = 1 and n_↓ = 0. The levels are ε_a and ε_a + U, with corrections of order v². A self-consistent determinant has stationary energy, so these corrections affect the energy only at order v⁴. To order v²,

E ≈ ΔE(ε_a) + ΔE(ε_a + U),

with each term taken from the off-resonant formulas of section 6.

**10. Choosing the treatment**

Let U = 0.3, ε_a = −0.15 and t = 0.05. The occupations below come from iterating the two Hartree-Fock equations from n_↑ = 1, with the imaginary-axis integrals done numerically. Energies now include both spins.

At v = 0.005, U_c = 0.00156. The restricted energy is 2(−0.00096) + 0.075 = +0.0731 (+1.99 eV), an apparent strong repulsion. The unrestricted solution has n_↑ = 0.9996 and energy −0.0001325 (−0.0036 eV). The second-order sum gives −0.0001324, which differs by about 0.1% of the unrestricted value. Here the spins must be allowed to differ, and perturbation theory suffices.

At v = 0.05, U_c = 0.118. The restricted result is 2(−0.03183) + 0.075 = +0.0113 (+0.309 eV), but the unrestricted one is −0.0149 (−0.406 eV), with n_↑ = 0.952. Measured from the one-electron atom, the choice of spin treatment decides the sign of the Hartree-Fock binding energy. The positive restricted value comes from the offset U/4; from its own v → 0 limit the restricted energy is −0.0637. The unrestricted levels, ε_a + U n_−σ ≈ ±0.136, are off resonance. The second-order sum scales as v², so it is 100 times its value at v = 0.005, or −0.0132. This has the right sign but is too small in magnitude by about 11% of the unrestricted value, so second order alone does not give a quantitative energy here. Neither does unrestricted Hartree-Fock: on clusters of 8 to 11 sites the exact ground state lies 0.003 to 0.010 below it, 15 to 34% of the exact binding energy.

At v = 0.25, U_c = 0.953 exceeds U. The iteration returns to n_↑ = n_↓ = 1/2, and both treatments give 2(−0.2224) + 0.075 = −0.370 (−10.07 eV). A restricted surface molecule with its embedding corrections is appropriate. The correlation energy it misses is about −0.006, close to −U²/(64v) for the two-site molecule, or 1.5% of the binding energy.

These thresholds belong to mean-field theory. They say when a restricted Hartree-Fock calculation is unstable, not that the correlated ground state has a permanent moment.
